# How One Kelvin of Heating Imitates Photoconductivity

## Problem

The dark conductivity of a semiconductor film near room temperature follows

$$
\sigma(T)=\sigma_0\,e^{-E_a/kT},\qquad E_a=0.30\ \text{eV},
$$

where $k=8.617\times10^{-5}$ eV/K and $\sigma_0$ does not depend on temperature. A lamp is switched on, and the film warms from $T_1=300$ K to $T_2=301$ K. Suppose that the light creates no electrons or holes by absorption across the gap or from defects, so that it acts as a heater and nothing else.

(a) By what fraction of its dark value at $T_1$ does the conductivity rise?

(b) Which energy must be used for $E_a$ if the distance from the Fermi level to the band edge itself depends on temperature?

(c) How does the heating signal combine with a true photoresponse, and how much absorbed light is needed to produce it?

The contacts are ohmic, the bias is held fixed, and the film is uniformly warm and chemically unchanged. The measured current is then proportional to $\sigma$, with a geometrical factor that cancels in every ratio below.

## First estimate by scaling

The conductivity depends on temperature through the exponent $E_a/kT$. At 300 K the thermal energy is $kT_1=0.02585$ eV, so

$$
\frac{E_a}{kT_1}=11.605 .
$$

A warming of 1 K changes $T$ by one part in 300, and therefore reduces this exponent by about one part in 300. The exponent enters with a minus sign, so the logarithm of the conductivity rises by

$$
\Delta\ln\sigma\approx\frac{E_a}{kT_1}\,\frac{\Delta T}{T_1}
=\frac{11.605}{300}=0.0387 .
$$

For a small change, $\Delta\ln\sigma\approx\Delta\sigma/\sigma$. The estimate is a rise of 3.87 percent. A relative temperature change of a third of a percent is amplified by the factor $E_a/kT_1$, which is large because the conducting electrons are thermally activated over a barrier of many $kT$.

## Exact solution

Let $h$ be the fractional rise caused by heating. Dividing the two conductivities cancels $\sigma_0$:

$$
1+h=\frac{\sigma(T_2)}{\sigma(T_1)}
=\frac{e^{-E_a/kT_2}}{e^{-E_a/kT_1}}
=\exp\!\left[\frac{E_a}{k}\left(\frac1{T_1}-\frac1{T_2}\right)\right].
$$

With $\Delta T=T_2-T_1$, the bracket is

$$
\frac1{T_1}-\frac1{T_2}=\frac{T_2-T_1}{T_1T_2}=\frac{\Delta T}{T_1T_2},
$$

and hence

$$
h=\exp\!\left(\frac{E_a}{kT_1}\,\frac{\Delta T}{T_2}\right)-1 .
$$

The numbers give

$$
h=e^{11.605/301}-1=e^{0.03855}-1=0.0393 .
$$

The conductivity rises by 3.93 percent, or about 3.9 percent. An observer who assumes that the film stayed at 300 K would report this as photoconductivity. The percentage refers to the dark conductivity at $T_1$; it does not say that an existing photocurrent has grown by 3.9 percent.

## Comparison of the two

Define $a=E_a/(kT_1^2)$, which is 0.03868 per kelvin. Since $T_2=T_1+\Delta T$, the exact exponent is

$$
x=\frac{a\,\Delta T}{1+\Delta T/T_1}
=a\,\Delta T-\frac{a}{T_1}\Delta T^2+O(\Delta T^3).
$$

Inserting this in $e^x-1=x+x^2/2+O(x^3)$ and keeping terms up to $\Delta T^2$ gives

$$
h=a\,\Delta T+\left(\frac{a^2}{2}-\frac{a}{T_1}\right)\Delta T^2+O(\Delta T^3).
$$

The first term is the scaling estimate. The second contains two opposing corrections: the curvature of the exponential raises $h$, while the slower change of $1/T$ at higher temperature lowers it. Their sum is positive when $aT_1>2$, that is, when $E_a>2kT_1$. Here it adds 0.062 percentage points, which brings the estimate from 3.868 to 3.930 percent, against the exact 3.931 percent. The scaling estimate is thus low by about 1.6 percent of $h$ itself.

The linear form requires $a\,\Delta T\ll1$ and $\Delta T\ll T_1$. For a warming of many kelvins the exponential form should be used. If $E_a$ tends to zero, so does $h$: in this model a film without activation shows no heating signal.

## Which energy belongs in the formula

The result needs the slope of the Arrhenius plot near 300 K,

$$
E_a=-\frac{d\ln\sigma}{d(1/kT)} .
$$

This can differ from the distance between the Fermi level and the band edge. To see why, take a parabolic conduction band, constant mobility, and a barrier $b(T)=b_0-\gamma T$ from the Fermi level to the band edge. When $b\gg kT$, the electron density is $n=N_c e^{-b/kT}$ with $N_c\propto T^{3/2}$, so

$$
\ln\sigma=\text{constant}+\frac32\ln T-\frac{b_0}{kT}+\frac{\gamma}{k}.
$$

Write $\beta=1/kT$. Then $\ln T=-\ln\beta-\ln k$, and

$$
-\frac{d\ln\sigma}{d\beta}=\frac{3}{2\beta}+b_0=b_0+\frac32kT .
$$

The shift $\gamma$ has dropped out. It multiplies the conductivity by the constant $e^{\gamma/k}$, which cancels in the ratio. The growth of $N_c$ with temperature, by contrast, adds $\tfrac32kT$ to the slope. The cancellation is complete only for a barrier linear in $T$. For a general $b(T)$, the identity $\beta\,db/d\beta=-T\,db/dT$ gives the slope $b-T\,db/dT+\tfrac32kT$, where $b-T\,db/dT$ is the tangent to $b(T)$ at the working temperature extrapolated to $T=0$.

For a slope of 0.30 eV at 300 K, $b_0=0.30-1.5\times0.02585=0.261$ eV. The table compares the rise found by integrating the band density of states with the Fermi–Dirac function against the rise obtained by wrongly using the barrier at 300 K as $E_a$.

| $\gamma$ (meV/K) | $b(300\ \text{K})$ (eV) | Rise from integral (%) | Rise using $b$ as $E_a$ (%) |
|---|---|---|---|
| 0 | 0.261 | 3.93 | 3.41 |
| 0.20 | 0.201 | 3.93 | 2.62 |

Both films have the same slope, apart from a difference of 0.00004 eV, and the same heating signal, although their barriers differ by 0.06 eV. The measured slope predicts the signal in both cases.

## Adding a true photoresponse

Now let light also create a true photoconductivity equal to a fraction $s$ of $\sigma(T_1)$. If it simply adds to the dark conductivity of the warmed film, the apparent signal is

$$
S=\frac{\sigma(T_2)+s\,\sigma(T_1)-\sigma(T_1)}{\sigma(T_1)}
=s+h .
$$

For $s=1$ percent, $S=4.93$ percent, and heating supplies 80 percent of it. For $s=10$ percent the heating share is 28 percent, and for $s=100$ percent it is 3.8 percent. Heating therefore matters most where the true response is weak.

The sum assumes that $s$ is unaffected by the warming. If the photoconductivity had its own activation energy of 0.10 eV, a 10 percent response would grow by a further 0.13 percentage points, which is small beside $h$.

The distinction also matters for recombination. With a dark density of $2.03\times10^{14}$ cm$^{-3}$ and constant mobility, the heating signal corresponds to

$$
\Delta n=h\,n=0.0393\times2.03\times10^{14}
=8.0\times10^{12}\ \text{cm}^{-3}.
$$

These electrons are present, but they belong to thermal equilibrium at 301 K, where thermal generation balances recombination. They are not an excess over equilibrium. Putting this $\Delta n$ into the steady-state relation $\Delta n=G\tau_r$, with optical generation rate $G$ and recombination lifetime $\tau_r$, would give a lifetime without physical meaning.

## How much light, and how fast

Let the film lie on a glass plate of thickness $L=0.7$ mm, thermal conductivity $\kappa=1.0$ W/(m K) and heat capacity per volume $C=2.0\times10^6$ J/(m$^3$ K). Each face loses heat to its surroundings with coefficient $H=10$ W/(m$^2$ K), a rough value that includes both convection in still air and thermal radiation. Both are meant below when heat is said to leave to the air. The light covers the whole plate, and the heat is taken to be released at the film side.

In the steady state, heat leaves the film directly to the air, or crosses the glass and leaves from the back. The resistances of the second path add, so the absorbed power per area is

$$
q=\left[H+\frac{1}{1/H+L/\kappa}\right]\Delta T .
$$

For 1 K this gives $q=10+1/(0.1+0.0007)=19.93$ W/m$^2$, or 2.0 mW/cm$^2$. This is absorbed power; the incident power is larger if part of the light is reflected or transmitted. The film described below cannot absorb it through its own free electrons: a Drude estimate gives an absorptance below $10^{-6}$ from 0.6 to 10 µm. The heat must arise in the glass or the contacts. Where it arises hardly changes $q$, which is 20.07 W/m$^2$ for absorption at the back face. If the same power were absorbed in the film across the gap, as 3.5 eV photons each making one electron, $G$ would be $7\times10^{20}$ cm$^{-3}$s$^{-1}$, and the true response would exceed $h$ for any lifetime above about 11 ns. A plate clamped to a good heat sink has a smaller resistance behind it, and needs more absorbed light for the same warming.

Since $HL/\kappa=0.007$ is small, the plate is nearly uniform in temperature. Its mean warming $\theta$ then obeys

$$
CL\frac{d\theta}{dt}=q-2H\theta,
\qquad
\theta(t)=\frac{q}{2H}\left(1-e^{-t/\tau}\right),
\qquad
\tau=\frac{CL}{2H}=70\ \text{s}.
$$

A numerical solution of the heat equation through the glass gives a slowest time constant of 70.1 s. It also gives film warmings of 0.137 K after 10 s and 0.577 K after 60 s. Multiplied by 3.87 percent per kelvin, these are false signals of about 0.5 and 2.2 percent. When the lamp is switched off, $q=0$ and $\theta$ decays with the same $\tau$. A slow rise and decay is therefore not sufficient evidence for slow carrier trapping.

Solving the exact formula for the temperature gives the control needed to keep the false signal at or below a chosen $h$:

$$
\frac1{T_2}=\frac1{T_1}-\frac{k}{E_a}\ln(1+h).
$$

For $h=0.1$ percent, the permitted warming is 26 mK for this slope and starting temperature.

## The real film and the limits of the model

The example is patterned on a weakly conducting amorphous In-Ga-Zn-O film. Its thickness of 50 nm and effective mass of 0.34 electron masses are rough typical values, and its mobility is taken as a constant 10 cm$^2$/Vs. At low electron density the mobility in this material can be lower and itself thermally activated. The measured slope then includes that activation, so $h$ still follows from it, but the barrier, the electron densities and the Joule heating given here would change. The densities are illustrative for a second reason. They amount to only $10^9$ electrons per cm$^2$ of film, and the free-carrier Debye length, about 270 nm for a relative permittivity of 10, exceeds the thickness. Charge at the surfaces or in gap states can then set the barrier. The electron density is far below that of films made to conduct well; such films have a smaller slope, and $h$ falls in proportion to it at leading order. The assumption most at risk is that the film is chemically unchanged. Light can release adsorbed oxygen or alter defects, and in strongly responding oxide films the resulting change in conductivity can exceed 3.9 percent many times over. The present model cannot predict that contribution.

To leading order $h$ is proportional to both the slope and the warming, so a relative error in either one carries over to $h$. For the given temperatures, an error of 0.02 eV in $E_a$ moves the answer to 3.66 or 4.20 percent. The other effects are smaller:

- The curvature of the Arrhenius plot changes $h$ by less than 0.001 percentage points in the parabolic-band model with a linear barrier. At the same slope, a Gaussian spread of barrier heights of 0.03 to 0.10 eV gives 0.002 to 0.009 points, and $T^{-1/4}$ hopping gives 0.005.
- Degeneracy changes the electron density by a fraction of $1.4\times10^{-5}$ in the film with $\gamma=0$, and by about $1.5\times10^{-4}$ in the film with the lower barrier.
- At 100 V/cm, Joule heating over the whole plate gives 8 mK. It is already present in the dark, so what enters the signal is its change under light, which at fixed bias grows with $h+s$: 0.3 mK for $s=0$, 8.5 mK for $s=100$ percent, but about 0.8 K if the true response is 100 times the dark value.
- The temperature drop across the film is less than 1 µK if the film conducts heat as well as the glass. The value of 1 µK in the output is an upper bound, which lets all the absorbed heat cross the film; in fact only about half of it does, whether the heat is released at the outer surface or in the glass.

To separate heating from photoconductivity, measure the dark $\sigma(T)$ of the same film at the same bias, and measure the film temperature under light. Subtracting $\sigma(T_2)$, rather than $\sigma(T_1)$, removes the heating term, provided that the film has not changed chemically between the two measurements. The numerical output lists the main values used here.

## Computed values

```
Boltzmann constant: 8.617333e-05 eV/K
Arrhenius slope Ea: 0.30 eV
temperatures T1, T2: 300, 301 K
thermal energy kT1: 0.02585 eV
ratio Ea/kT1: 11.605 (no unit)
exponent of exact ratio: 0.03855 (no unit)
exact heating signal: 3.931 percent
linear heating signal: 3.868 percent
second-order term: 0.0619 percent
remainder ratio, 1 K to 0.5 K: 8.016 (no unit)
effective mass: 0.34 electron masses
mobility: 10 cm2/Vs
film thickness: 50 nm
lateral field: 100 V/cm
band factor Nc at T1: 4.975e+18 cm^-3
fixed barrier: 0.2612 eV
band slope, fixed barrier: 0.30000 eV
band gain, fixed barrier: 3.931 percent
formula with fixed barrier: 3.414 percent
barrier shift gamma: 0.20 meV/K
shifted barrier at T1: 0.2012 eV
band slope, shifted barrier: 0.29996 eV
band gain, shifted barrier: 3.931 percent
formula with shifted barrier: 2.620 percent
dark electron density: 2.034e+14 cm^-3
dark conductivity: 3.260e-04 S/cm
falsely implied excess density: 7.997e+12 cm^-3
true response 1 percent: total 4.93 percent, heat share 79.7 percent
true response 10 percent: total 13.93 percent, heat share 28.2 percent
true response 100 percent: total 103.93 percent, heat share 3.8 percent
warming for 0.1 percent signal: 25.8 mK
glass thickness: 0.7 mm
glass heat conductivity: 1.0 W/(m K)
glass heat capacity: 2.0e+06 J/(m3 K)
air transfer per face: 10 W/(m2 K)
absorbed irradiance for 1 K: 1.993 mW/cm2
lumped time constant: 70.00 s
heat-equation time constant: 70.08 s
film warming after 10 s: 0.137 K
film warming after 60 s: 0.577 K
curvature effect: 0.0008 percent points
degeneracy error in density: 1.4e-05 (fraction)
signal for Ea 0.02 eV lower: 3.66 percent
signal for Ea 0.02 eV higher: 4.20 percent
Joule power per area: 0.0163 mW/cm2
Joule warming: 8.18 mK
temperature drop in film (glass value): 1.00 uK
assumed photoresponse activation: 0.10 eV
its effect on a 10 percent response: 0.129 percent points
```
